# The 10-to-90 percent time ratio for an Avrami exponent of three: test program

```python
# Result under test: if X(t) = 1 - exp(-(k t)^3), then
#   t90/t10 = (ln 10 / ln(10/9))^(1/3), about 2.8, for every k.
# X: transformed fraction; t10, t90: times at which X = 0.10 and 0.90.
# Model of a silicide film: nuclei appear at constant rate J per untransformed
# area and grow as discs at radial speed v, so that k^3 = pi J v^2 / 3.
# Internal units: micrometre, second, kelvin, electronvolt.
import numpy as np
from math import pi, log, gamma
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import k as k_joule, e as e_charge

KB = k_joule / e_charge            # Boltzmann constant, eV/K
J = 1e-4                           # nucleation rate, 1/(um^2 s)
v = 0.020                          # growth speed, um/s
thickness = 0.050                  # film thickness, um
T0 = 973.0                         # anneal temperature, K
E_act = 4.5                        # rough effective activation energy, eV
incubation = 20.0                  # s
spread = 5.0                       # half-width of temperature spread, K
ramp = 10.0                        # heating rate, K/s
c49_grain = 0.2                    # C49 grain size, um
site_density = 2 / c49_grain**2    # two grain corners per grain, 1/um^2


def unit_nodes(count):
    """Gauss-Legendre nodes and weights on the interval 0 to 1."""
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (x + 1), 0.5 * w


U, W = unit_nodes(200)
U40, W40 = unit_nodes(40)


def fraction_film(t, rate=J, speed=v, site_decay=0.0):
    """Fraction from the cone integral; nucleation may decay as sites run out."""
    birth = t * U
    density = rate * np.exp(-site_decay * birth)
    return 1 - np.exp(-t * np.sum(W * density * pi * (speed * (t - birth))**2))


def crossing(fraction_function, level):
    return brentq(lambda t: fraction_function(t) - level, 1.0, 1e5, xtol=1e-8)


def times_and_ratio(fraction_function):
    a = crossing(fraction_function, 0.10)
    b = crossing(fraction_function, 0.90)
    return a, b, b / a


# Derived formulas
log_ratio = log(10) / log(10 / 9)


def ratio_formula(n):
    return log_ratio**(1 / n)


def exponent_from_ratio(r):
    return log(log_ratio) / log(r)


k = (pi * J * v**2 / 3)**(1 / 3)
t10 = log(10 / 9)**(1 / 3) / k
t90 = log(10)**(1 / 3) / k
ratio = ratio_formula(3)
grain_density = J * gamma(4 / 3) / k

# Quadrature and root finding against the formulas, also for other J and v
q10, q90, q_ratio = times_and_ratio(fraction_film)
assert abs(q10 / t10 - 1) < 1e-8 and abs(q90 / t90 - 1) < 1e-8
for rate, speed in [(J * 7, v), (J, v / 3), (J / 5, v * 2)]:
    other = times_and_ratio(lambda t: fraction_film(t, rate, speed))[2]
    assert abs(other / ratio - 1) < 1e-8
assert abs(ratio - 2.8) < 0.05

# Direct simulation: real nuclei only, periodic square, no Avrami law used
rng = np.random.default_rng(12345)
side, runs, grid_count = 200.0, 16, 100
grid = (np.arange(grid_count) + 0.5) * side / grid_count


def periodic(d):
    return d - side * np.round(d / side)


def arrival_times(x, y, born):
    first = np.full((grid_count, grid_count), np.inf)
    for xi, yi, ti in zip(x, y, born):
        dx2 = periodic(grid - xi)**2
        dy2 = periodic(grid - yi)**2
        np.minimum(first, ti + np.sqrt(dx2[:, None] + dy2) / v, out=first)
    return first


t_stop = 2 / k
all_arrivals, run_ratios, real_total, tried_total = [], [], 0, 0
for run in range(runs):
    tried = rng.poisson(J * side**2 * t_stop)
    born = np.sort(rng.uniform(0, t_stop, tried))
    x, y = rng.uniform(0, side, (2, tried))
    real = np.zeros(tried, dtype=int)
    count = 0
    for i in range(tried):
        old = real[:count]
        distance = np.hypot(periodic(x[old] - x[i]), periodic(y[old] - y[i]))
        if not np.any(born[old] + distance / v <= born[i]):
            real[count] = i
            count += 1
    keep = real[:count]
    arrivals = arrival_times(x[keep], y[keep], born[keep])
    if run < 3:    # fictitious nuclei must leave every arrival time unchanged
        assert np.allclose(arrivals, arrival_times(x, y, born), atol=1e-8)
    all_arrivals.append(arrivals.ravel())
    a, b = np.quantile(arrivals, [0.10, 0.90])
    run_ratios.append(b / a)
    real_total += count
    tried_total += tried
sim10, sim90 = np.quantile(np.concatenate(all_arrivals), [0.10, 0.90])
sim_ratio = sim90 / sim10
sim_error = np.std(run_ratios, ddof=1) / np.sqrt(runs)
sim_density = real_total / (runs * side**2)
# Tolerances are about four standard errors of the finite sample
assert abs(sim10 / t10 - 1) < 0.02
assert abs(sim90 / t90 - 1) < 0.02
assert abs(sim_ratio / ratio - 1) < 0.02
assert abs(sim_density / grain_density - 1) < 0.03


# Lines of finite width: expected nuclei in the part of the cone inside the line
def line_exponent(t, width, position):
    reach = v * t
    total = 0.0
    for side_room in (position, width - position):
        limit = np.minimum(side_room, reach)
        d = limit[:, None] * U40
        half = np.sqrt(np.maximum(reach**2 - d**2, 0))
        strip = (reach * half - d**2 * np.arcsinh(half / d)) / v
        total = total + limit * (strip @ W40)
    return J * total


def fraction_line(t, width):
    return 1 - np.sum(W40 * np.exp(-line_exponent(t, width, width * U40)))


# Direct area sum for an off-centre point in a 5 um line
step = 0.02
xs = np.arange(-8, 8, step) + step / 2
ys = np.arange(0, 5, step) + step / 2
radius = np.hypot(xs[:, None], ys - 1.5)
direct = J * step**2 * np.sum(np.maximum(300 - radius / v, 0))
assert abs(direct / line_exponent(300.0, 5.0, np.array([1.5]))[0] - 1) < 1e-3
assert abs(times_and_ratio(lambda t: fraction_line(t, 2e4))[2] / ratio - 1) < 0.01
thin = times_and_ratio(lambda t: fraction_line(t, 0.01))
assert abs(thin[2] / ratio_formula(2) - 1) < 0.005
assert abs(thin[1] / np.sqrt(log(10) / (J * 0.01 * v)) - 1) < 0.005
lines = {w: times_and_ratio(lambda t: fraction_line(t, w)) for w in (0.5, 5.0, 50.0)}


# Other neglected effects
def speedup(T):
    return np.exp(-E_act / KB * (1 / T - 1 / T0))


def fraction_spread(t):
    temperatures = T0 + spread * (2 * U40 - 1)
    return sum(w * fraction_film(t * speedup(T)) for w, T in zip(W40, temperatures))


def fraction_thick(t):
    """Nuclei on the lower interface grow as half-spheres up through the film."""
    z = thickness * U40[:, None]
    start = np.minimum(z / v, t)
    age = start + (t - start) * U40
    area = pi * np.maximum((v * age)**2 - z**2, 0)
    exponent = J * (t - start[:, 0]) * (area @ W40)
    return 1 - np.sum(W40 * np.exp(-exponent))


head_start = quad(lambda T: speedup(T) / ramp, T0 - 300, T0, epsabs=1e-10)[0]
site_decay = J / site_density
saturated = times_and_ratio(lambda t: fraction_film(t, J, v, 1.0))[2]
assert abs(saturated / ratio_formula(2) - 1) < 0.005

effects = {
    "incubation 20 s": lambda t: fraction_film(max(t - incubation, 0.0)),
    "temperature spread +-5 K": fraction_spread,
    "heating ramp 10 K/s": lambda t: fraction_film(t + head_start),
    "film thickness 50 nm": fraction_thick,
    "site exhaustion": lambda t: fraction_film(t, J, v, site_decay),
}
effect_results = {name: times_and_ratio(f) for name, f in effects.items()}

print(f"ln 10 = {log(10):.5f}; ln(10/9) = {log(10/9):.5f}")
print(f"ln 10 / ln(10/9) = {log_ratio:.4f}")
print(f"k t10 = {k*t10:.4f}; k t90 = {k*t90:.4f}")
print(f"t90/t10 for n = 3: {ratio:.4f}")
print(f"rounding to 2.8 changes it by {100*(2.8/ratio-1):.2f} percent")
for n in (1, 2, 4):
    print(f"t90/t10 for n = {n}: {ratio_formula(n):.3f}")
for factor in (0.95, 1.05):
    print(f"n inferred if ratio is multiplied by {factor}: "
          f"{exponent_from_ratio(ratio*factor):.3f}")
print(f"J = {J:.1e} per um^2 per s; v = {v*1e3:.0f} nm/s")
print(f"film thickness = {thickness*1e3:.0f} nm; temperature = {T0:.0f} K")
print(f"k^3 = {k**3:.4e} s^-3; k = {k:.4e} s^-1; 1/k = {1/k:.1f} s")
print(f"t10 = {t10:.1f} s = {t10/60:.2f} min")
print(f"t90 = {t90:.1f} s = {t90/60:.2f} min")
print(f"disc radius of oldest grain at t10 = {v*t10:.2f} um")
print(f"grain density = {grain_density:.4f} per um^2")
print(f"grain spacing, density^(-1/2) = {grain_density**-0.5:.2f} um")
print(f"quadrature t90/t10 = {q_ratio:.4f}")
print(f"simulation: {runs} squares of side {side:.0f} um")
print(f"simulation: {real_total} real nuclei out of {tried_total} tried")
print(f"simulation t10 = {sim10:.1f} s; t90 = {sim90:.1f} s")
print(f"simulation t90/t10 = {sim_ratio:.3f}, standard error {sim_error:.3f}")
print(f"simulation grain density = {sim_density:.4f} per um^2")
for width, (a, b, r) in lines.items():
    print(f"line {width:g} um wide: t10 = {a:.1f} s, t90 = {b:.1f} s, "
          f"ratio = {r:.3f}, apparent n = {exponent_from_ratio(r):.3f}")
print(f"activation energy = {E_act:.1f} eV")
print(f"rate factor at +{spread:.0f} K = {speedup(T0+spread):.3f}; "
      f"at -{spread:.0f} K = {speedup(T0-spread):.3f}")
print(f"head start from ramp = {head_start:.2f} s")
print(f"C49 grain size = {c49_grain*1e3:.0f} nm; "
      f"site density = {site_density:.0f} per um^2")
for name, (a, b, r) in effect_results.items():
    print(f"{name}: t10 = {a:.2f} s, t90 = {b:.2f} s, "
          f"ratio = {r:.4f}, apparent n = {exponent_from_ratio(r):.3f}")
print("every check passed")
```

Output:

```
ln 10 = 2.30259; ln(10/9) = 0.10536
ln 10 / ln(10/9) = 21.8543
k t10 = 0.4723; k t90 = 1.3205
t90/t10 for n = 3: 2.7958
rounding to 2.8 changes it by 0.15 percent
t90/t10 for n = 1: 21.854
t90/t10 for n = 2: 4.675
t90/t10 for n = 4: 2.162
n inferred if ratio is multiplied by 0.95: 3.158
n inferred if ratio is multiplied by 1.05: 2.864
J = 1.0e-04 per um^2 per s; v = 20 nm/s
film thickness = 50 nm; temperature = 973 K
k^3 = 4.1888e-08 s^-3; k = 3.4729e-03 s^-1; 1/k = 287.9 s
t10 = 136.0 s = 2.27 min
t90 = 380.2 s = 6.34 min
disc radius of oldest grain at t10 = 2.72 um
grain density = 0.0257 per um^2
grain spacing, density^(-1/2) = 6.24 um
quadrature t90/t10 = 2.7958
simulation: 16 squares of side 200 um
simulation: 16486 real nuclei out of 36616 tried
simulation t10 = 136.9 s; t90 = 380.1 s
simulation t90/t10 = 2.777, standard error 0.012
simulation grain density = 0.0258 per um^2
line 0.5 um wide: t10 = 325.3 s, t90 = 1517.6 s, ratio = 4.665, apparent n = 2.003
line 5 um wide: t10 = 145.7 s, t90 = 506.4 s, ratio = 3.475, apparent n = 2.476
line 50 um wide: t10 = 136.8 s, t90 = 389.4 s, ratio = 2.846, apparent n = 2.949
activation energy = 4.5 eV
rate factor at +5 K = 1.316; at -5 K = 0.758
head start from ramp = 1.75 s
C49 grain size = 200 nm; site density = 50 per um^2
incubation 20 s: t10 = 156.00 s, t90 = 400.23 s, ratio = 2.5656, apparent n = 3.274
temperature spread +-5 K: t10 = 131.60 s, t90 = 400.12 s, ratio = 3.0403, apparent n = 2.774
heating ramp 10 K/s: t10 = 134.25 s, t90 = 378.48 s, ratio = 2.8192, apparent n = 2.976
film thickness 50 nm: t10 = 136.01 s, t90 = 380.23 s, ratio = 2.7956, apparent n = 3.000
site exhaustion: t10 = 136.00 s, t90 = 380.25 s, ratio = 2.7960, apparent n = 3.000
every check passed
```
